# Shadow Born–Oppenheimer dynamics of a two-site charge equilibration model: a numerical check

```python
"""Shadow extended Lagrangian dynamics of a two-site charge equilibration model.

Result under test: with kappa = omega^2 h^2 fixed, the residual q[n]-n scales
as h^2 and the gap (shadow potential - exact potential) scales as h^4.
Symbols (Hartree atomic units): R distance, M reduced mass, h time step,
q charge of site 1 (site 2 has -q), n auxiliary charge, q* exact charge,
U = U1+U2, gamma(R) intersite interaction, W = U-2*gamma, e = n-q*.
The sites start at rest. All charges in the dynamics come from linear solves
with a neutrality constraint, not from the closed formulas being tested.
"""
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp
from scipy.optimize import minimize_scalar

CHI = np.array([-0.1, 0.1])
HARD = np.array([0.8, 0.6])
MASS, SPRING, R_SPRING, R_START = 10000.0, 0.3, 3.0, 3.3
TOTAL_TIME, KAPPA = 4800.0, 2.0
STEPS = [40.0, 20.0, 10.0, 5.0]
SCREEN = 0.5 * np.sum(1 / HARD)
U = HARD.sum()
DCHI = CHI[0] - CHI[1]


def gamma(R):
    return 1 / np.sqrt(R**2 + SCREEN**2)


def dgamma(R):
    return -R * gamma(R)**3


def exact_energy(R, q):
    c = np.array([q, -q])
    return (0.5 * SPRING * (R - R_SPRING)**2 + CHI @ c
            + 0.5 * HARD @ c**2 + gamma(R) * c[0] * c[1])


def shadow_energy(R, q, n):
    c, m = np.array([q, -q]), np.array([n, -n])
    return (0.5 * SPRING * (R - R_SPRING)**2 + CHI @ c + 0.5 * HARD @ c**2
            + gamma(R) * (c[0] * m[1] + c[1] * m[0] - m[0] * m[1]))


def exact_charge(R):
    g = gamma(R)
    A = np.array([[HARD[0], g, 1.0], [g, HARD[1], 1.0], [1.0, 1.0, 0.0]])
    return np.linalg.solve(A, np.array([-CHI[0], -CHI[1], 0.0]))[0]


def shadow_charge(R, n):
    g = gamma(R)
    A = np.array([[HARD[0], 0.0, 1.0], [0.0, HARD[1], 1.0], [1.0, 1.0, 0.0]])
    return np.linalg.solve(A, np.array([-CHI[0] + g*n, -CHI[1] - g*n, 0.0]))[0]


def exact_force(R):
    return -SPRING * (R - R_SPRING) + dgamma(R) * exact_charge(R)**2


def shadow_force(R, n):
    q = shadow_charge(R, n)
    return -SPRING * (R - R_SPRING) + dgamma(R) * (2*q - n) * n


def charge_derivatives(R):
    """Closed first and second R-derivatives of the exact charge."""
    g = gamma(R)
    W, W1 = U - 2*g, -2*dgamma(R)
    W2 = -2 * (-g**3 + 3 * R**2 * g**5)
    return DCHI * W1 / W**2, DCHI * (W2 / W**2 - 2 * W1**2 / W**3)


def simulate(h, kappa=KAPPA, smooth=False, total=TOTAL_TIME):
    """Velocity Verlet for R and n; smooth=True starts n on the lagging path."""
    omega2 = kappa / h**2
    R, v, w = R_START, 0.0, 0.0
    n = exact_charge(R)
    if smooth:
        n -= charge_derivatives(R)[0] * exact_force(R) / MASS / omega2

    def accelerations(R, n):
        res = shadow_charge(R, n) - n
        jacobian = (shadow_charge(R, n + 1) - (n + 1)) - res
        return shadow_force(R, n) / MASS, -omega2 * res / jacobian

    a, b = accelerations(R, n)
    rows = []
    for k in range(int(round(total / h)) + 1):
        q = shadow_charge(R, n)
        pot = shadow_energy(R, q, n)
        gap = pot - exact_energy(R, exact_charge(R))
        rows.append((q - n, gap, shadow_force(R, n) - exact_force(R),
                     0.5 * MASS * v**2 + pot))
        v += 0.5 * h * a
        w += 0.5 * h * b
        R += h * v
        n += h * w
        a, b = accelerations(R, n)
        v += 0.5 * h * a
        w += 0.5 * h * b
    return np.array(rows).T


def rms(x):
    return np.sqrt(np.mean(np.asarray(x)**2))


# Static identities at random geometries and auxiliary charges
rng = np.random.default_rng(7)
for R, shift in zip(rng.uniform(2.0, 5.0, 12), rng.uniform(-0.2, 0.2, 12)):
    qs = exact_charge(R)
    n = qs + shift
    q, g = shadow_charge(R, n), gamma(R)
    W = U - 2*g
    best = minimize_scalar(lambda x: exact_energy(R, x))
    best_shadow = minimize_scalar(lambda x: shadow_energy(R, x, n))
    assert abs(best.x - qs) < 1e-6 and abs(best_shadow.x - q) < 1e-6
    assert W > 0 and abs(qs + DCHI / W) < 1e-12
    assert abs(q - (2*g*n - DCHI) / U) < 1e-12
    assert abs((q - n) + W / U * shift) < 1e-12
    gap = shadow_energy(R, q, n) - exact_energy(R, qs)
    assert abs(gap - g * W / U * shift**2) < 1e-13
    assert abs(gap - g * U / W * (q - n)**2) < 1e-13
    d = 1e-4
    fd_shadow = -(shadow_energy(R+d, shadow_charge(R+d, n), n)
                  - shadow_energy(R-d, shadow_charge(R-d, n), n)) / (2*d)
    fd_exact = -(exact_energy(R+d, exact_charge(R+d))
                 - exact_energy(R-d, exact_charge(R-d))) / (2*d)
    assert abs(fd_shadow - shadow_force(R, n)) < 1e-8
    assert abs(fd_exact - exact_force(R)) < 1e-8
    slope = charge_derivatives(R)[0]
    gprime = dgamma(R) * (U - 4*g) / U
    law = 2 * g * W / U * slope * shift - gprime * shift**2
    assert abs(fd_shadow - fd_exact - law) < 1e-8

# Accurate exact Born-Oppenheimer trajectory and acceleration of q* along it
grid = np.linspace(0, TOTAL_TIME, int(TOTAL_TIME / STEPS[-1]) + 1)
ref = solve_ivp(lambda t, y: [y[1], exact_force(y[0]) / MASS],
                (0, TOTAL_TIME), [R_START, 0.0], method="DOP853",
                t_eval=grid, rtol=1e-11, atol=1e-13, max_step=50.0)
R_ref, v_ref = ref.y
q_ref = np.array([exact_charge(R) for R in R_ref])
a_ref = np.array([exact_force(R) for R in R_ref]) / MASS
d1, d2 = charge_derivatives(R_ref)
qacc = d2 * v_ref**2 + d1 * a_ref
s = 2
five = (-q_ref[:-4*s] + 16*q_ref[s:-3*s] - 30*q_ref[2*s:-2*s]
        + 16*q_ref[3*s:-s] - q_ref[4*s:]) / (12 * (s * STEPS[-1])**2)
assert np.max(abs(five - qacc[2*s:-2*s])) < 1e-4 * np.max(abs(qacc))
turn = np.where(v_ref[1:-1] * v_ref[2:] < 0)[0][1] + 1
period = grid[turn] - v_ref[turn] * STEPS[-1] / (v_ref[turn+1] - v_ref[turn])

# Shadow trajectories with kappa fixed
runs = {h: simulate(h) for h in STEPS}
smooth_runs = {h: simulate(h, smooth=True) for h in STEPS}
table = np.array([[rms(runs[h][0]), np.mean(runs[h][1]), rms(runs[h][2]),
                   np.ptp(runs[h][3])] for h in STEPS])
smooth_table = np.array([[rms(smooth_runs[h][0]), np.mean(smooth_runs[h][1])]
                         for h in STEPS])
orders = np.log2(table[:-1] / table[1:])
smooth_orders = np.log2(smooth_table[:-1] / smooth_table[1:])
assert np.all(abs(orders - [2, 4, 2, 2]) < 0.15)
assert np.all(abs(orders[-1] - [2, 4, 2, 2]) < 0.05)
assert np.all(abs(smooth_orders - [2, 4]) < 0.15)
assert np.all(abs(smooth_orders[-1] - [2, 4]) < 0.05)

# Pointwise residual laws, predicted from the exact trajectory
theta = np.arccos(1 - KAPPA / 2)
dev, dev_smooth = {}, {}
for h in STEPS:
    stride = int(round(h / STEPS[-1]))
    acc = qacc[::stride]
    factor = (U - 2*gamma(R_ref[::stride])) / U * h**2 / KAPPA
    ripple = acc[0] * np.cos(theta * np.arange(len(acc)))
    pred, pred_smooth = factor * (acc - ripple), factor * acc
    dev[h] = np.max(abs(runs[h][0] - pred)) / np.max(abs(pred))
    dev_smooth[h] = (np.max(abs(smooth_runs[h][0] - pred_smooth))
                     / np.max(abs(pred_smooth)))
assert dev[5.0] < 0.01 and dev_smooth[5.0] < 0.01
assert 3.5 < dev_smooth[10.0] / dev_smooth[5.0] < 4.5

# Controls: fixed omega, changed kappa, stability limit
omega2_fixed = KAPPA / STEPS[0]**2
fixed = rms(simulate(5.0, kappa=omega2_fixed * 25.0)[0])
fixed_ratio = fixed / table[0, 0]
assert 0.9 < fixed_ratio < 1.1
kappa_ratio = rms(simulate(10.0, kappa=1.0)[0]) / table[2, 0]
assert abs(kappa_ratio - 2) < 0.05
peak = np.max(abs(runs[40.0][0]))
stable_peak = np.max(abs(simulate(40.0, kappa=3.9)[0]))
unstable_peak = np.max(abs(simulate(40.0, kappa=4.1, total=1000.0)[0]))
assert stable_peak < 1.5 * peak and unstable_peak > 100 * peak

# One instant worked by hand, smooth start
t_hand, h_hand = 600.0, 10.0
i, k = int(t_hand / STEPS[-1]), int(t_hand / h_hand)
g_hand = gamma(R_ref[i])
W_hand = U - 2*g_hand
e_hand = -h_hand**2 * qacc[i] / KAPPA
r_hand = -W_hand / U * e_hand
gap_hand = g_hand * W_hand / U * e_hand**2
r_sim, gap_sim = smooth_runs[h_hand][0][k], smooth_runs[h_hand][1][k]
assert abs(r_sim / r_hand - 1) < 0.02 and abs(gap_sim / gap_hand - 1) < 0.04

fs = constants.physical_constants["atomic unit of time"][0] * 1e15
ev = constants.physical_constants["Hartree energy in eV"][0]
print("All values in Hartree atomic units (a.u.) unless stated")
print(f"chi1, chi2 = {CHI[0]}, {CHI[1]} a.u.; U1, U2 = {HARD[0]}, {HARD[1]} a.u.")
print(f"U = {U:.4f} a.u.; screening length a = {SCREEN:.6f} bohr")
print(f"M = {MASS:.0f} m_e; spring = {SPRING} a.u.; spring centre = {R_SPRING} bohr")
print(f"start R = {R_START} bohr at rest; total time = {TOTAL_TIME:.0f} a.u.")
print(f"kappa = {KAPPA}; theta = {theta:.6f} rad")
print(f"start: gamma = {gamma(R_START):.6f} a.u., q* = {q_ref[0]:.6f} e")
print(f"start: q* acceleration = {qacc[0]:.5e} a.u.")
print(f"vibrational period = {period:.2f} a.u. = {period*fs:.3f} fs")
print("Start n = q*: h, rms residual (e), mean gap (hartree)")
for h, row in zip(STEPS, table):
    print(f"  {h:4.0f}  {row[0]:.5e}  {row[1]:.5e}")
print("Same runs: h, rms force difference, peak-to-peak shadow energy (a.u.)")
for h, row in zip(STEPS, table):
    print(f"  {h:4.0f}  {row[2]:.5e}  {row[3]:.5e}")
print("Orders per halving: residual, gap, force difference, energy")
for h, row in zip(STEPS, orders):
    print(f"  {h:.0f}->{h/2:.0f}: " + ", ".join(f"{x:.4f}" for x in row))
print("Smooth start: h, rms residual (e), mean gap (hartree)")
for h, row in zip(STEPS, smooth_table):
    print(f"  {h:4.0f}  {row[0]:.5e}  {row[1]:.5e}")
print("Smooth start orders per halving: residual, gap")
for h, row in zip(STEPS, smooth_orders):
    print(f"  {h:.0f}->{h/2:.0f}: {row[0]:.4f}, {row[1]:.4f}")
print("Largest deviation from pointwise law / largest predicted residual")
print(f"  start n=q*, h=5: {dev[5.0]:.3e}")
print(f"  smooth, h=10: {dev_smooth[10.0]:.3e}; h=5: {dev_smooth[5.0]:.3e}")
print(f"Fixed omega: rms residual h=5 / h=40 = {fixed_ratio:.4f}")
print(f"h=10: rms residual kappa=1 / kappa=2 = {kappa_ratio:.4f}")
print(f"h=40 peak residual, kappa=2: {peak:.4e} e; kappa=3.9: {stable_peak:.4e} e")
print(f"h=40 peak residual, kappa=4.1, first 1000 a.u.: {unstable_peak:.4e} e")
print(f"Hand check, smooth start, t = {t_hand:.0f} a.u., h = {h_hand:.0f} a.u.")
print(f"  R = {R_ref[i]:.6f} bohr; gamma = {g_hand:.6f}; W = {W_hand:.6f} a.u.")
print(f"  q* acceleration = {qacc[i]:.5e} a.u.; predicted e = {e_hand:.5e} e")
print(f"  residual: predicted {r_hand:.5e} e, simulated {r_sim:.5e} e")
print(f"  gap: predicted {gap_hand:.5e}, simulated {gap_sim:.5e} hartree")
print(f"h = 20 a.u. = {20*fs:.4f} fs; its mean gap, start n=q*: {table[1,1]*ev:.4e} eV")
print("verified")
```

Printed output:

```
All values in Hartree atomic units (a.u.) unless stated
chi1, chi2 = -0.1, 0.1 a.u.; U1, U2 = 0.8, 0.6 a.u.
U = 1.4000 a.u.; screening length a = 1.458333 bohr
M = 10000 m_e; spring = 0.3 a.u.; spring centre = 3.0 bohr
start R = 3.3 bohr at rest; total time = 4800 a.u.
kappa = 2.0; theta = 1.570796 rad
start: gamma = 0.277172 a.u., q* = 0.236503 e
start: q* acceleration = 3.69181e-07 a.u.
vibrational period = 1156.15 a.u. = 27.966 fs
Start n = q*: h, rms residual (e), mean gap (hartree)
    40  2.03030e-04  2.23218e-08
    20  5.00721e-05  1.35582e-09
    10  1.24828e-05  8.42364e-11
     5  3.11932e-06  5.25972e-12
Same runs: h, rms force difference, peak-to-peak shadow energy (a.u.)
    40  7.07776e-06  1.77119e-04
    20  1.73996e-06  4.42943e-05
    10  4.33454e-07  1.10698e-05
     5  1.08297e-07  2.76765e-06
Orders per halving: residual, gap, force difference, energy
  40->20: 2.0196, 4.0412, 2.0242, 1.9995
  20->10: 2.0041, 4.0086, 2.0051, 2.0005
  10->5: 2.0006, 4.0014, 2.0009, 1.9999
Smooth start: h, rms residual (e), mean gap (hartree)
    40  1.64664e-04  1.48844e-08
    20  4.03436e-05  8.92234e-10
    10  1.00360e-05  5.52058e-11
     5  2.50586e-06  3.44193e-12
Smooth start orders per halving: residual, gap
  40->20: 2.0291, 4.0602
  20->10: 2.0072, 4.0145
  10->5: 2.0018, 4.0035
Largest deviation from pointwise law / largest predicted residual
  start n=q*, h=5: 9.716e-04
  smooth, h=10: 3.990e-03; h=5: 9.958e-04
Fixed omega: rms residual h=5 / h=40 = 1.0023
h=10: rms residual kappa=1 / kappa=2 = 2.0025
h=40 peak residual, kappa=2: 4.4416e-04 e; kappa=3.9: 2.1434e-04 e
h=40 peak residual, kappa=4.1, first 1000 a.u.: 1.1369e-01 e
Hand check, smooth start, t = 600 a.u., h = 10 a.u.
  R = 2.667430 bohr; gamma = 0.328942; W = 0.742117 a.u.
  q* acceleration = -6.37529e-07 a.u.; predicted e = 3.18765e-05 e
  residual: predicted -1.68972e-05 e, simulated -1.69451e-05 e
  gap: predicted 1.77175e-10, simulated 1.78181e-10 hartree
h = 20 a.u. = 0.4838 fs; its mean gap, start n=q*: 3.6894e-08 eV
verified
```
